Constitutional Supercooling and Dopant Cell Formation after Pulsed-Laser Melting, part 2

After a laser pulse, a flat solid front grows at speed v > 0 into the melt (z > 0). The question is when small ripples on it grow into cells. The liquid has far dopant fraction C∞ and dopant diffusivity D; the solid takes up the fraction k of the liquid content at the front. The liquidus slope is m, with m(k−1) > 0; k and m are constant for now. The liquidus gradient at the front is

A = |m| |1−k| v C∞/(kD).

The liquid is constitutionally supercooled when A exceeds its temperature gradient G_L at the front. The threshold content is C_sup.

The worked case of Part I has v = 2.0 m/s, D = 1.0×10⁻⁸ m²/s, k = 0.20, m = −400 K per atomic fraction, G_L = 1.0×10⁷ K/m, thermal diffusivity α = 2.0×10⁻⁵ m²/s, conductivities κ_S = 25 W/(m K) (solid) and κ_L = 50 W/(m K) (liquid), latent heat per volume L = 4.0×10⁹ J/m³ and initial melt depth 300 nm. From uniform melt, the solid reaches 90% of its steady dopant content after about 56 nm of growth.

The front is displaced by δE, with E = exp(iqx + σt) and small δ. The dopant disturbance decays as exp(−pz), with

p = v/(2D) + √[v²/(4D²) + q² + σ/D].   (15)

The square root has positive real part; Re p > v/D when Re σ ≥ 0. If heat adjusts at once to the front, the front temperature changes by θE, with

θ = δ{Ḡ + Lσ/[q(κ_S + κ_L)]},   (12)

where the weighted temperature gradient is

Ḡ = (Lv + 2κ_L G_L)/(κ_S + κ_L).   (14)

With Gibbs–Thomson coefficient Γ and no attachment undercooling (the undercooling that drives atoms to join the solid), σ obeys

A(p − v/D − σ/v)/[p − (1−k)v/D] = Ḡ + Γq² + Lσ/[q(κ_S + κ_L)].   (18)

At σ = 0, if the left side is larger, the bump is colder than its equilibrium temperature and grows.

**Why the stationary balance decides stability**

That argument treats σ as real. An oscillating ripple must be excluded as well. Use dimensionless quantities

P = pD/v,   Q = qD/v,   s = σD/v².

Equation (15) becomes s = P² − P − Q². The fraction in (18) becomes 1 − H, with

H = (k + s)/(P − 1 + k).

Let B₁ = Ḡ + Γq², assumed positive, and let Λ > 0 be the latent-heat coefficient of s. Then (18) reads

A(1 − H) = B₁ + Λs.   (19)

Consider first real s ≥ 0, for which P > 1 and P increases with s. Differentiating H with respect to P gives a fraction with positive denominator (P−1+k)² and numerator

(2P−1)(P−1+k) − (P²−P−Q²+k) = (P−1)² + 2k(P−1) + Q² > 0.

So H increases with s, and A(1−H) − B₁ − Λs decreases steadily. It tends to −∞ for large s. There is one positive real root if this difference is positive at s = 0, and none otherwise.

Now look for an oscillation that neither grows nor decays: s = iω and P = a + ib, with real ω, a and b. The real and imaginary parts of s = P² − P − Q² are

a(a−1) = Q² + b²,   ω = (2a−1)b.

The decaying root has a > 1/2, so the first relation forces a > 1. The imaginary part of H has a positive denominator and the numerator

ω(a−1+k) − kb = b[(2a−1)(a−1+k) − k] = b(a−1)(2a−1+2k).

Both Im H and ω therefore have the sign of b. The imaginary part of (19) is −A Im H = Λω, which is possible only if b = 0 and hence ω = 0. A root can reach the border of stability only at s = 0.

To complete the argument, raise C∞ from zero at fixed q and v. This raises A and leaves the other coefficients unchanged. At A = 0, (19) reduces to B₁ + Λs = 0, which has no root with Re s ≥ 0. H has no pole in that region either, because Re P > 1 keeps P − 1 + k away from zero. For k < 1/2 the pole at P = 1 − k lies at s = −k(1−k) − Q² < 0. In the worked case below, at the fastest-growing wavenumber, the root that becomes unstable starts from this pole as A rises from zero. For Re s ≥ 0, H grows no faster than √|s| at large |s|, while the right side of (19) grows as |s|. Roots therefore cannot enter the unstable region from infinity. They can enter only through s = 0, at the one value of A where the two sides of (19) balance there. The crossing is simple, because the difference of the two sides has a non-zero slope in s. Beyond it there is one unstable root, and it is the real one found above.

This proves that, with constant k and m, a ripple grows if and only if

AF(q) > Ḡ + Γq²,   (20)

where F is the fraction in (18) at σ = 0. A search over the complex roots of (19) for 2998 random parameter sets with k between 0.02 and 0.95 tested this statement. It found one unstable root, real to numerical accuracy, in each of the 2031 unstable cases.

**The threshold for cells**

At σ = 0, P(P−1) = Q², so P − 1 = Q²/P and

F = (P−1)/(P−1+k) = Q²/(Q² + kP),   P = 1/2 + √(1/4 + Q²).   (21)

The last form of F avoids subtracting nearly equal numbers at small Q and is the better one for computation. Dividing (20) by F gives

A > (Ḡ + Γq²)(1 + kP/Q²).

Since q = Qv/D, this expands to

A > Ḡ + ḠkP/Q² + Γq² + Γk(v/D)²P.   (22)

The flat front is unstable if (22) holds for at least one q. The threshold content C_cell follows by minimizing the right side over q and dividing by A/C∞, which does not depend on C∞.

From here on Ḡ ≥ 0 is assumed. The second term on the right of (22) is then not negative, the third is positive, and P > 1. Instability therefore requires

A > Ḡ + Γkv²/D².   (23)

This is a necessary condition, not the threshold itself. It gives a quick test: if (23) fails, the flat front is stable in this model.

The simple gradient criterion is a limiting case. If Γ → 0, the right side of (22) can be brought as close to Ḡ as desired by going to large Q, so cells form when A > Ḡ. If in addition the conductivities are equal and latent heat is negligible, (14) gives Ḡ = G_L and the condition becomes A > G_L. In this limit supercooling and cell formation share a threshold.

Supercooling is not necessary for instability in every case either. Subtracting G_L from (14) gives

Ḡ − G_L = [Lv + (κ_L − κ_S)G_L]/(κ_S + κ_L).

If this is positive or zero, instability implies supercooling. If the solid conducts much better than the liquid and Lv is small, Ḡ can be less than G_L. For small enough Γ, a front can then be unstable without supercooled liquid ahead of it.

**Why very fast growth restores a flat front**

The liquidus gradient A grows as v, while the capillary term in (23) grows as v². Instability is therefore impossible once A ≤ Γkv²/D². Inserting A and solving for v gives the absolute-stability speed

v_abs = |m| |1−k| C∞ D/(k²Γ).   (24)

If Ḡ = 0, this is the actual limit. Condition (22) is then A > Γ(v/D)²(Q² + kP), and its right side tends to Γkv²/D² as Q → 0, so long ripples grow at any speed below v_abs. This holds while heat adjusts at once to the front. As Q → 0 the ratio v/(αq) stops being small, and with heat diffusion kept the longest ripples decay: for the worked parameters with C∞ = 0.010 and Ḡ = 0 at 7.6 m/s, a ripple with Q = 0.05 grows but one with Q = 0.02 does not. With Ḡ > 0, (24) is an upper bound on the speed at which small ripples can grow.

At laser-annealing speeds k often depends on v, because the front overtakes dopant atoms before they can escape. Equation (22) keeps its form at a given v. A stationary ripple has normal speed v up to second order in δ, so speed-dependent k, m or attachment undercooling are not disturbed by it. One inserts k and m at the actual speed, with m the change of front temperature per change of liquid content at that speed. Equation (24) then has to be solved self-consistently, and it limits only the instability that sets in through a stationary ripple. A growing or oscillating ripple does change the local speed. The growth rates from (18) therefore require constant k and m and negligible attachment undercooling, and oscillations have been excluded for constant k and m only.

**Thresholds in the worked case**

The parameters are those of Part I, with Γ = 1.0×10⁻⁷ K m. In summary, A/C∞ = 3.2×10¹¹ K/m, G_L = 1.0×10⁷ K/m and Ḡ = 1.2×10⁸ K/m.

Without surface energy, the instability threshold is 1.2×10⁸/(3.2×10¹¹) = 3.8×10⁻⁴. The capillary term in (23) is

Γkv²/D² = 1.0×10⁻⁷ × 0.20 × (2.0×10⁸)² = 8.0×10⁸ K/m.

The lower bound on the threshold is then (1.2 + 8.0)×10⁸/(3.2×10¹¹) = 2.9×10⁻³.

Minimizing (22) numerically gives C_cell = 5.1×10⁻³ at a wavelength of 117 nm. This can be checked by hand. At that wavelength Q = 2π × 5.0/117.4 = 0.268, P = 1.067 and F = 0.251. Further, Γq² = 2.86×10⁸ K/m. The required liquidus gradient is (1.20 + 2.86)×10⁸/0.251 = 1.62×10⁹ K/m, and division by 3.2×10¹¹ K/m returns 5.1×10⁻³.

For the fixed G_L assumed here, the cell threshold is about 160 times the supercooling threshold of 3.1×10⁻⁵. The ratio is not general: if G_L fell towards zero, C_sup would do the same, while Ḡ would only drop to 1.1×10⁸ K/m and C_cell would change little. The case C∞ = 0.001 lies between them: its liquid is supercooled by up to 1.4 K, yet the flat front is stable. Taking the gradient comparison as the cell condition would give the wrong answer there.

**Growth in the worked case**

For C∞ = 0.010, wavelengths from 45 to 301 nm are unstable. Curvature stabilizes the shorter ones. For the longer ones the dopant layer follows the front, so F is small and the variation of the liquidus along the front no longer overcomes the temperature gradient Ḡ. With Ḡ = 0 these long ripples would grow too, up to the wavelengths of a few micrometres at which heat no longer adjusts at once to the front. With attachment undercooling neglected, the fastest-growing wavelength is 80 nm, with σ = 5.0×10⁷ s⁻¹, or a growth time of 20 ns.

These values can be inserted in (18). With q = 7.89×10⁷ m⁻¹ and s = 0.124, the decay constant is P = 1.228. The left side is

3.2×10⁹ × (0.228 − 0.124)/0.428 = 7.8×10⁸ K/m.

The three terms on the right are 1.20×10⁸, 6.23×10⁸ and 0.34×10⁸ K/m, which also add up to 7.8×10⁸ K/m. Surface energy, not the temperature gradient, is the main restraint at this wavelength.

After 56 nm of build-up, 244 nm of melt remains. At 2.0 m/s it lasts 122 ns, which is 6.0 growth times, and a ripple can grow by a factor of about e⁶ ≈ 400. In the linear estimate, an amplitude of 0.01 nm would reach 4 nm, comparable with the dopant layer thickness of 5 nm. Linear theory fails at about that point, so in this estimate the front has time to leave the flat state. Attachment undercooling can change that conclusion. If it rises by 10 K per m/s of front speed, the largest growth rate falls to 2.5×10⁷ s⁻¹. The interval then holds only about three growth times, and the same ripple reaches just 0.2 nm. Both estimates use the steady growth rate although the dopant layer is only about 90% developed at the start of the interval; following the ripple through the developing layer lowers the 6.0 growth times to about 5.8. They also lose validity when the remaining melt is no longer deep compared with 1/q = 13 nm.

From (24), v_abs = 400 × 0.80 × 0.010 × 1.0×10⁻⁸/(0.040 × 1.0×10⁻⁷) = 8.0 m/s. For this dopant content and constant k, the flat front is stable against small ripples above that speed. The bound is not sharp here: with G_L fixed and Ḡ taken from (14) at each speed, the front becomes stable already at about 5.1 m/s.

Solutions with the boundary conditions imposed on the curved surface itself, without expansion in δ, tested these results. They reproduced the growth rate at three wavenumbers to within 0.1% of the value from (18). They also confirmed stability at 0.98 C_cell and instability at 1.02 C_cell.

**Using the result**

1. Take v and G_L at the front from a heat-flow calculation, and use k and m at that speed. Compute A, then Ḡ from (14). Keep G_L and Ḡ as separate quantities: the first belongs in the supercooling condition, the second in the cell condition. If m depends on speed, the supercooling condition still takes the slope of the equilibrium liquidus, because that is the temperature with which the liquid ahead of the front is compared.

2. Apply (23). If it fails and k and m are constant, the flat front is stable and no further calculation is needed. If k or m depends on speed, oscillating ripples must be examined separately. If (23) holds, minimize the right side of (22) over ln q, with P from (21), and compare the minimum with A. For constant k and m, the flat front is unstable if A exceeds the minimum and stable if A is smaller. For speed-dependent k or m, a smaller A excludes only the instability that sets in through a stationary ripple.

3. If the front is unstable and k and m may be treated as constant, solve (18) for σ at each unstable q. If the attachment undercooling rises by β kelvin per m/s of front speed, add βσ to the right side of (18); this slows the growth. The left side minus the right side falls steadily for σ ≥ 0, so start at σ = 0 and double a trial upper limit until the difference is negative. Bisection between the two limits is then safe.

4. Compare the growth time with the life of the remaining melt, after allowing for the dopant build-up. Instability by itself does not guarantee visible cells in a shallow melt.

5. Check that v/(αq), σ/(αq²) and exp(−qh) are small, where h is the remaining melt depth. If they are not, (12) must be replaced by a solution of the full heat equation.

The fastest-growing wavelength estimates the first spacing of the ripple. The final cell spacing and the dopant content of the cell walls depend on the later, nonlinear growth, which these equations do not describe.

Computed values

```
Front speed v: 2.0 m/s
Dopant diffusivity D: 1.0e-08 m^2/s
Partition coefficient k: 0.20 (dimensionless)
Liquidus slope m: -400 K per atomic fraction
Gibbs-Thomson coefficient: 1.0e-07 K m
Latent heat per volume: 4.0e+09 J/m^3
Solid conductivity: 25 W/(m K)
Liquid conductivity: 50 W/(m K)
Thermal diffusivity: 2.0e-05 m^2/s
Initial melt depth: 300 nm
Diffusion length D/v: 5.00 nm
Depth to 90% of steady solid dopant: 56.8 nm
Liquid gradient G_L: 1.000e+07 K/m
Solid gradient G_S: 3.400e+08 K/m
Weighted gradient Gbar: 1.200e+08 K/m
Supercooling threshold: 3.125e-05 atomic fraction
Threshold without surface energy: 3.750e-04 atomic fraction
Lower bound with surface energy: 2.875e-03 atomic fraction
Full cell threshold: 5.056e-03 atomic fraction
Full / supercooling threshold: 161.8 (ratio)
Wavelength at threshold: 117.4 nm
Stable case, dopant: 0.0010 atomic fraction
Stable case, liquidus gradient: 3.200e+08 K/m
Stable case, peak supercooling: 1.377 K
Stable case, peak position: 17.3 nm
Cell case, dopant: 0.0100 atomic fraction
Cell case, liquid dopant at front: 0.0500 atomic fraction
Cell case, liquidus gradient: 3.200e+09 K/m
Cell case, total liquidus rise: 16.00 K
Cell case, peak supercooling: 15.66 K
Cell case, peak position: 28.8 nm
Cell case, zone end in unlimited melt: 1600 nm
Shortest unstable wavelength: 45.3 nm
Longest unstable wavelength: 301.1 nm
Fastest-growing wavelength: 79.6 nm
Fastest growth rate: 4.962e+07 1/s
Growth time 1/sigma: 20.2 ns
Time left after dopant build-up: 121.6 ns
E-foldings in that time: 6.03 (number)
Absolute-stability speed, cell case: 8.00 m/s
Diffusivity ratio D/alpha: 5.0e-04 (ratio)
Thermal drift ratio v/(alpha q): 1.3e-03 (ratio)
Root-search cases: 2998 (number)
Root-search unstable cases: 2031 (number)
```
